# Phonon-assisted free-carrier absorption: wavelength exponents in a parabolic band

## Problem

Electrons of density \(n\) occupy an isotropic parabolic band, \(E_k=k^2/2m\). They are nondegenerate and in equilibrium with the lattice at thermal energy \(T\). Light of frequency \(\omega\), wavelength \(\lambda=2\pi c/\omega\), passes through the crystal, whose refractive index \(n_r\) is taken as constant. Two kinds of phonon scatter the electrons:

- longitudinal acoustic phonons of frequency \(vq\), through the potential \(D\,\nabla\!\cdot\mathbf u\), where \(\mathbf u\) is the displacement. The mass density is \(\rho\), and \(C=\rho v^2\);
- polar optical phonons of fixed frequency \(\Omega\), with \(\kappa=1/\varepsilon_\infty-1/\varepsilon_0\).

(a) Find the amplitude for absorbing one photon with the help of one phonon.

(b) For \(\omega\gg T\), the quantum limit, find the absorption coefficient \(\alpha\) and its power of \(\lambda\) for each mechanism. State the further conditions needed.

(c) Find \(\alpha\) at finite \(\omega/T\) and the leading corrections to the exponents.

(d) Evaluate the results for \(m=0.2\), \(T=\Omega=0.001\), \(D=0.3\), \(C=0.005\), \(v=0.002\), \(\varepsilon_\infty=10\), \(\varepsilon_0=12.5\), \(n=10^{-8}\), \(n_r=\sqrt{\varepsilon_\infty}\).

Use Hartree atomic units with Gaussian electrodynamics. Neglect photon momentum, other bands, carrier screening and multiphoton processes.

## Solution

### The couplings

In a volume \(V\), a phonon transfers momentum \(\mathbf q\) with matrix element \(M_q\), times \(\sqrt{N_q}\) for phonon absorption or \(\sqrt{N_q+1}\) for emission. Here \(N_q\) is the Bose number.

An acoustic mode has displacement amplitude \((2\rho V vq)^{-1/2}\), and the divergence supplies a factor \(q\). Hence
\[
|M_q|^2=\frac{D^2q^2}{2\rho Vvq}=\frac{D^2q}{2\rho vV}.
\]

The polar coupling follows from electrostatics. For a charge held fixed, completing the square in \(\Omega b^\dagger b+M_qb+M_q^*b^\dagger\) lowers the energy by \(|M_q|^2/\Omega\) per mode. The electrostatic self-energy of a unit charge is \(\tfrac12\,4\pi/(V\varepsilon q^2)\) per mode. Lattice relaxation changes \(\varepsilon\) from \(\varepsilon_\infty\) to \(\varepsilon_0\) and lowers this by \(2\pi\kappa/(Vq^2)\). Equating the two,
\[
|M_q|^2=\frac{2\pi\Omega\kappa}{Vq^2}.
\]

### (a) The amplitude

Let the field be \(\mathbf eE_0\cos\omega t\), with \(\mathbf e\) a unit vector. Absorb the factor \(1/c\) into the vector potential, so that the field is \(-\partial_t\mathbf A\) and \(\mathbf A=-\mathbf e(E_0/\omega)\sin\omega t\). For electron charge \(-1\) the Hamiltonian is \((\mathbf p+\mathbf A)^2/2m\). The term \(A^2/2m\) does not depend on position and gives a phase common to all states. The term \(\mathbf A\cdot\mathbf p/m\) is diagonal in \(\mathbf k\); its part varying as \(e^{-i\omega t}\), which absorbs a photon, is
\[
g\,\mathbf e\cdot\mathbf k,\qquad g=\frac{E_0}{2im\omega}.
\]

Let the electron go from \(\mathbf k\) to \(\mathbf k'=\mathbf k+\mathbf q\). Let \(s=+1\) denote phonon absorption, \(s=-1\) emission, and \(\Omega_q\) the phonon frequency. Energy conservation reads
\[
E_{k'}=E_k+\omega+s\Omega_q .
\]
There are two time orders, with denominators equal to initial minus intermediate energy.

- Photon first: the electron stays at \(\mathbf k\) and the photon is gone. The denominator is \(+\omega\).
- Phonon first: the electron is at \(\mathbf k'\) and the photon is still present. The denominator is \(E_k+s\Omega_q-E_{k'}=-\omega\), by energy conservation.

The phonon energy thus drops out of both denominators, and
\[
M_{\rm eff}=M_qg\left(\frac{\mathbf e\cdot\mathbf k}{\omega}-\frac{\mathbf e\cdot\mathbf k'}{\omega}\right)=-\frac{M_qg\,\mathbf e\cdot\mathbf q}{\omega},
\qquad
|M_{\rm eff}|=\frac{|M_q|E_0|\mathbf e\cdot\mathbf q|}{2m\omega^2}.
\]
The phonon occupation factor multiplies this. Without a scatterer \(\mathbf q=0\) and nothing is absorbed: a free electron cannot satisfy energy and momentum conservation at once. A momentum transfer normal to the field also contributes nothing. The numerical check tests this amplitude by propagating a driven two-state Schrödinger equation.

### From amplitude to absorption coefficient

The golden rule gives the rate per electron
\[
W=2\pi\left(\frac{E_0}{2m\omega^2}\right)^2S,
\]
\[
S=\sum_{\mathbf q,s}|M_q|^2\left(N_q+\frac{1-s}{2}\right)(\mathbf e\cdot\mathbf q)^2\,\delta(E_{k+q}-E_k-\omega-s\Omega_q).
\]
The absorbed power per volume is \(n\omega W\), and the intensity is \(I=n_rcE_0^2/8\pi\). Therefore
\[
\alpha=\frac{n\omega W}{I}
=n\omega\,\frac{2\pi E_0^2}{4m^2\omega^4}\,\frac{8\pi}{n_rcE_0^2}\,S
=\frac{4\pi^2n}{n_rcm^2\omega^3}\,S. \tag{1}
\]
Stimulated emission is still to be subtracted.

### (b) The quantum limit

For \(\omega\gg T\) the initial energy, of order \(T\), is negligible beside \(\omega\), so \(\mathbf k\) may be set to zero. Stimulated emission is suppressed by \(e^{-\omega/T}\), as shown in part (c). The angular mean of \((\mathbf e\cdot\mathbf q)^2\) is \(q^2/3\).

**Acoustic phonons.** Assume equipartition, \(vq\ll T\), so that \(2N_q+1\simeq2T/(vq)\). The phonon energy is then also negligible in the delta function, since \(vq\ll T\ll\omega\). Phonon absorption and emission together have the strength
\[
|M_q|^2(2N_q+1)=\frac{D^2q}{2\rho vV}\,\frac{2T}{vq}=\frac{D^2T}{CV},
\]
which does not depend on \(q\). With \(q_\omega=\sqrt{2m\omega}\) and \(\delta(q^2/2m-\omega)=(m/q_\omega)\,\delta(q-q_\omega)\),
\[
S=\frac{D^2T}{C}\,\frac{4\pi}{(2\pi)^3}\int_0^\infty dq\,q^2\,\frac{q^2}{3}\,\delta\!\left(\frac{q^2}{2m}-\omega\right)
=\frac{D^2T}{6\pi^2C}\,m(2m\omega)^{3/2}.
\]
Inserting this in (1),
\[
\alpha_{\rm ac}^{\infty}=\frac{2nD^2T(2m)^{3/2}}{3n_rcCm\,\omega^{3/2}}
=\frac{4\sqrt2\,nD^2T\sqrt m}{3n_rcC\,\omega^{3/2}}\;\propto\;\lambda^{3/2}. \tag{2}
\]

Equipartition matters. In a cold lattice, \(vq\gg T\), only spontaneous phonon emission remains. Its strength \(|M_q|^2\propto q\) gives \(S\propto q_\omega^4\propto\omega^2\) when \(vq\ll\omega\), and hence \(\alpha\propto\lambda\).

**Polar optical phonons.** The factor \(1/q^2\) in the coupling cancels the \(q^2\) from the light. Setting \(\mathbf k=0\) now requires \(\omega-\Omega\gg T\), since the emission term depends on the energy left after the phonon is emitted; near the threshold \(\omega\approx\Omega\) the result of part (c) must be used. For each \(s\), with \(q_s=\sqrt{2m(\omega+s\Omega)}\),
\[
\frac{4\pi}{(2\pi)^3}\,\frac{2\pi\Omega\kappa}{3}\int_0^\infty dq\,q^2\,\delta\!\left(\frac{q^2}{2m}-\omega-s\Omega\right)=\frac{\Omega\kappa}{3\pi}\,mq_s .
\]
Weighting with \(N\) and \(N+1\), where \(N=1/(e^{\Omega/T}-1)\),
\[
S=\frac{\Omega\kappa m\sqrt{2m}}{3\pi}\left[N\sqrt{\omega+\Omega}+(N+1)\sqrt{\omega-\Omega}\right].
\]
If also \(\omega\gg\Omega\), the bracket becomes \((2N+1)\sqrt\omega\), and (1) gives
\[
\alpha_{\rm po}^{\infty}=\frac{4\sqrt2\,\pi n\Omega\kappa(2N+1)}{3n_rc\sqrt m\,\omega^{5/2}}\;\propto\;\lambda^{5/2}. \tag{3}
\]

The two exponents differ by one because the polar coupling weakens as \(1/q^2\propto1/\omega\), while the acoustic strength in equipartition is constant. Both results are of lowest order in the electron-phonon coupling; for polar phonons this requires a small Fröhlich constant \(\kappa\sqrt{m/2\Omega}\), which is 0.20 for the parameters of part (d).

### (c) Finite temperature

**Angular averages.** Now \(\mathbf k\neq0\), with an isotropic distribution. For acoustic scattering the strength is constant, so the cross term in \([\mathbf e\cdot(\mathbf k'-\mathbf k)]^2\) averages to zero and leaves \((k^2+k'^2)/3\). For polar scattering the quantity is \((\mathbf e\cdot\mathbf q)^2/q^2\). Rotating \(\mathbf k\) and \(\mathbf k'\) together makes the direction of \(\mathbf q\) isotropic, so the mean is \(1/3\).

The density of final states is \(mk'/2\pi^2\). Compared with the calculation for \(\mathbf k=0\), the replacements are therefore
\[
\omega^{3/2}\to\left\langle\sqrt{E+\omega}\,(2E+\omega)\right\rangle\ \text{(acoustic)},\qquad
\sqrt w\to\left\langle\sqrt{E+w}\right\rangle\ \text{(polar)},
\]
with \(w=\omega\pm\Omega\) and \(\omega>\Omega\).

**Maxwell averages.** The average is
\[
\langle f\rangle=\frac{2}{\sqrt\pi\,T^{3/2}}\int_0^\infty dE\,\sqrt E\,e^{-E/T}f(E).
\]
Put \(E=\tfrac w2(\cosh u-1)\) and \(z=w/2T\). Then
\[
\sqrt{E(E+w)}=\tfrac w2\sinh u,\quad dE=\tfrac w2\sinh u\,du,\quad 2E+w=w\cosh u,\quad e^{-E/T}=e^{z}e^{-z\cosh u}.
\]
Since \(\sinh u\,e^{-z\cosh u}=-\tfrac1z\,\tfrac{d}{du}e^{-z\cosh u}\), integration by parts gives
\[
\int_0^\infty\!\sinh^2\!u\,e^{-z\cosh u}du=\frac1z\int_0^\infty\!\cosh u\,e^{-z\cosh u}du=\frac{K_1(z)}z,
\]
\[
\int_0^\infty\!\sinh^2\!u\cosh u\,e^{-z\cosh u}du=\frac1z\int_0^\infty\!\cosh2u\,e^{-z\cosh u}du=\frac{K_2(z)}z,
\]
where \(K_\nu\) are modified Bessel functions. With \(1/z=2T/w\),
\[
\left\langle\sqrt{E+w}\right\rangle=\frac{2}{\sqrt\pi T^{3/2}}\,\frac{w^2}{4}\,\frac{2T}{w}\,e^zK_1(z)=\frac{w\,e^zK_1(z)}{\sqrt{\pi T}}\equiv G(w),
\]
\[
\left\langle\sqrt{E+w}\,(2E+w)\right\rangle=\frac{w^2e^zK_2(z)}{\sqrt{\pi T}}.
\]

**Stimulated emission.** Each absorption process has a reverse process with the same \(|M_{\rm eff}|^2\). If a phonon was absorbed, the reverse has electron weight \(e^{-(\omega+\Omega_q)/T}\) and phonon weight \((N_q+1)/N_q=e^{\Omega_q/T}\). The product is \(e^{-\omega/T}\). If a phonon was emitted, the factors are \(e^{-(\omega-\Omega_q)/T}\) and \(e^{-\Omega_q/T}\), with the same product. The net absorption thus carries the factor \(1-e^{-\omega/T}\):
\[
\alpha_{\rm ac}=\alpha_{\rm ac}^{\infty}\sqrt{\frac{\omega}{\pi T}}\;e^{\omega/2T}K_2\!\left(\frac{\omega}{2T}\right)\left(1-e^{-\omega/T}\right), \tag{4}
\]
\[
\alpha_{\rm po}=\alpha_{\rm po}^{\infty}\,\frac{N\,G(\omega+\Omega)+(N+1)\,G(\omega-\Omega)}{(2N+1)\sqrt\omega}\left(1-e^{-\omega/T}\right). \tag{5}
\]
The program tests both against direct quadrature over energies and directions, with stimulated emission counted explicitly.

**Corrections to the exponents.** Define \(p=d\ln\alpha/d\ln\lambda=-d\ln\alpha/d\ln\omega\). For large \(z\), \(e^zK_\nu(z)\simeq\sqrt{\pi/2z}\,[1+(4\nu^2-1)/8z]\). The acoustic result acquires the factor \(1+15T/4\omega\), and \(G(w)\simeq\sqrt w\,(1+3T/4w)\). In the polar bracket,
\[
N\sqrt{\omega+\Omega}+(N+1)\sqrt{\omega-\Omega}\simeq\sqrt\omega\left[2N+1-\frac{\Omega}{2\omega}\right].
\]
A factor \(1+a/\omega\) adds \(a/\omega\) to \(p\) at leading order, so
\[
p_{\rm ac}\simeq\frac32+\frac{15T}{4\omega},\qquad
p_{\rm po}\simeq\frac52+\frac1\omega\left[\frac{3T}4-\frac{\Omega}{2(2N+1)}\right]. \tag{6}
\]
The acoustic exponent converges slowly because both the final momentum and the momentum transfer grow with the initial energy.

**Classical limit.** For \(\omega\ll T\), \(K_2(z)\simeq2/z^2=8T^2/\omega^2\) and \(1-e^{-\omega/T}\simeq\omega/T\). The factor multiplying \(\alpha_{\rm ac}^\infty\) in (4) becomes \((8/\sqrt\pi)\sqrt{T/\omega}\), so \(\alpha_{\rm ac}\propto\lambda^2\). This is the high-frequency Drude law, and the program tests its prefactor against the Boltzmann relaxation rate. Physically it also requires \(\omega\) to exceed the scattering rate, since one scattering event per absorbed photon was assumed. For the parameters of part (d) the thermally averaged acoustic rate is about \(0.03\,T\), but the polar rate is about \(0.4\,T\). With both mechanisms present there is then no range where \(\omega\) is both well above the rate and well below \(T\).

### (d) Numerical example

The parameters give \(\kappa=0.020\) and \(2N+1=2.164\). The temperature is 316 K. The density is 0.028 of the thermal density of states, so Maxwell statistics is justified; Fermi statistics with blocking of final states would raise the values below by 0.15% or less. At \(\omega=0.01\) hartree (0.272 eV, wavelength 4.56 µm), \(vq_\omega/T=0.13\), and equipartition holds. Equations (2) and (3) give
\[
\alpha_{\rm ac}^{\infty}=\frac{4\sqrt2\,(10^{-8})(0.3)^2(0.001)\sqrt{0.2}}{3(3.162)(137.04)(0.005)(0.01)^{3/2}}=3.50\times10^{-10}\ \text{bohr}^{-1},
\]
\[
\alpha_{\rm po}^{\infty}=\frac{4\sqrt2\,\pi(10^{-8})(0.001)(0.02)(2.164)}{3(3.162)(137.04)\sqrt{0.2}\,(0.01)^{5/2}}=1.32\times10^{-9}\ \text{bohr}^{-1}.
\]
The thermal formulas (4) and (5) give \(4.92\times10^{-10}\) and \(1.39\times10^{-9}\) bohr⁻¹, or 0.093 and 0.262 cm⁻¹. Relative to the limiting values, the acoustic result is 41% larger and the polar one 5% larger.

The local exponents, including that of the summed absorption, are:

| \(\omega/T\) | acoustic | polar | sum |
|---|---|---|---|
| 10 | 1.81 | 2.54 | 2.35 |
| 20 | 1.67 | 2.52 | 2.20 |
| 40 | 1.59 | 2.51 | 2.02 |

The table assumes equipartition. At \(\omega/T=40\), \(vq_\omega/T=0.25\), and keeping the Bose factor and the acoustic phonon energy lowers the acoustic exponent by 0.005, to 1.58. At \(\omega/T=10\), the leading correction in (6) would give \(p_{\rm ac}=1.5+0.375=1.875\), above the value 1.81 from (4); higher terms still matter there.

For the sum, \(d\ln(\alpha_{\rm ac}+\alpha_{\rm po})=(d\alpha_{\rm ac}+d\alpha_{\rm po})/(\alpha_{\rm ac}+\alpha_{\rm po})\), and therefore
\[
p=\frac{\alpha_{\rm ac}p_{\rm ac}+\alpha_{\rm po}p_{\rm po}}{\alpha_{\rm ac}+\alpha_{\rm po}}.
\]
The value 2.02 at \(\omega/T=40\) comes from this mixture and is no sign of classical Drude absorption.

Dividing (2) by (3) gives
\[
\frac{\alpha_{\rm ac}^{\infty}}{\alpha_{\rm po}^{\infty}}=\frac{D^2Tm\,\omega}{\pi C\Omega\kappa(2N+1)},
\]
which equals one at
\[
\omega=\frac{\pi(0.005)(0.001)(0.02)(2.164)}{(0.3)^2(0.001)(0.2)}=0.0378\ \text{hartree}.
\]
The thermal formulas place the crossing at 0.0345 hartree (0.94 eV), lower because the thermal enhancement is larger for acoustic scattering. Going beyond equipartition shifts the crossing to 0.0344 hartree. Above it acoustic phonons contribute more in this model. In a real crystal, interband absorption may intervene at such energies, and nonparabolicity matters already at lower ones. For a band \(E(1+aE)=k^2/2m\) with \(a\) between 0.19 and 0.5 eV⁻¹, Bloch overlap factors neglected, the polar exponent at 0.27 eV rises from 2.54 to between 2.61 and 2.69, and the polar absorption falls by 7 to 15%, more than the thermal correction. The exponents derived here apply to the parabolic band only.

## Computed results

```
band mass = 0.2 electron masses; thermal energy T = 0.001 hartree
temperature = 315.8 K
D = 0.3 hartree; C = 0.005 hartree/bohr^3; v = 0.002 a.u.
Omega = 0.001 hartree; eps_inf = 10.0; eps_0 = 12.5
kappa = 0.0200; Bose number N = 0.5820; 2N+1 = 2.1640
n = 1.0e-08 bohr^-3 = 6.748e+16 cm^-3
n_r = 3.1623; c = 137.036 a.u.
n / thermal density of states = 0.0278
Froehlich coupling constant = 0.200
driven transfer probability: simulated 0.51458, formula 0.51460
driven transfer with field normal to q = 5.9e-13
w = 0.005 hartree, alpha in bohr^-1:
  acoustic: quadrature 1.836943e-09, formula 1.836943e-09
  polar:    quadrature 8.108866e-09, formula 8.108866e-09
w = 0.01 hartree = 0.2721 eV; w/T = 10
  wavelength = 4.556 micrometre
  q = 0.06325 bohr^-1; v*q/T = 0.1265
  acoustic: alpha = 4.9237e-10 bohr^-1 = 0.0930 cm^-1
    limit = 3.5027e-10 bohr^-1; exponent = 1.8088
  polar: alpha = 1.3867e-09 bohr^-1 = 0.2621 cm^-1
    limit = 1.3229e-09 bohr^-1; exponent = 2.5426
  exponent of the sum = 2.3503
w = 0.02 hartree = 0.5442 eV; w/T = 20
  wavelength = 2.278 micrometre
  q = 0.08944 bohr^-1; v*q/T = 0.1789
  acoustic: alpha = 1.4804e-10 bohr^-1 = 0.0280 cm^-1
    limit = 1.2384e-10 bohr^-1; exponent = 1.6699
  polar: alpha = 2.3970e-10 bohr^-1 = 0.0453 cm^-1
    limit = 2.3386e-10 bohr^-1; exponent = 2.5235
  exponent of the sum = 2.1976
w = 0.04 hartree = 1.0885 eV; w/T = 40
  wavelength = 1.139 micrometre
  q = 0.12649 bohr^-1; v*q/T = 0.2530
  acoustic: alpha = 4.7977e-11 bohr^-1 = 0.0091 cm^-1
    limit = 4.3784e-11 bohr^-1; exponent = 1.5892
  polar: alpha = 4.1867e-11 bohr^-1 = 0.0079 cm^-1
    limit = 4.1341e-11 bohr^-1; exponent = 2.5123
  exponent of the sum = 2.0194
formal check at w/T = 10000:
  exponents: acoustic 1.50037, polar 2.50005
first corrections times w: 0.003750, 0.000519 hartree
acoustic exponent at w/T = 0.001: 2.0000
acoustic alpha / Drude alpha there = 1.00000
inelastic / equipartition alpha at w = 0.01 hartree: 0.99963
cold-lattice acoustic exponent at w = 0.04 hartree: 0.9921
equal contributions at w = 0.03448 hartree = 0.9383 eV
  same from the two limits: 0.03777 hartree
  exponent of the sum there = 2.0584
```
